# The frequency-dependent Breit operator in Coulomb gauge: test program

```python
# Result under test: exchange of one transverse photon (Coulomb gauge) acts as
#   V(w) = -alpha1.alpha2 cos(w r)/r
#          + (alpha1.grad1)(alpha2.grad2) [(cos(w r) - 1)/(w^2 r)],
# with the gradients acting on the bracket only, and V(w) -> Breit as w -> 0.
# Symbols: r = |r1 - r2|; w = |orbital energy transfer|/c; k = photon wavenumber.
# Atomic units with Gaussian fields: hartree, bohr, c = 1/(fine-structure constant).
# V = sum_ij alpha1_i alpha2_j V_ij; "across"/"along" = V_ij across/along r1 - r2.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.special import spherical_jn, spherical_yn

c = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]


def panel_gauss(upper, panels, order=16):
    """Composite Gauss-Legendre nodes and weights on [0, upper]."""
    x, wt = np.polynomial.legendre.leggauss(order)
    h = upper / panels
    nodes = (h * np.arange(panels)[:, None] + 0.5 * h * (x + 1)).ravel()
    return nodes, np.tile(0.5 * h * wt, panels)


def squared_gauss(upper, panels):
    """The same after the map s = upper*q^2, which crowds nodes near zero."""
    q, wt = panel_gauss(1.0, panels)
    return upper * q**2, 2 * upper * q * wt


def principal_value(h, h_pole, k, wk, cutoff, pole):
    """PV integral of h(k)/(k^2 - pole^2) from 0 to cutoff."""
    smooth = np.sum(wk * (h - h_pole) / (k**2 - pole**2))
    return smooth + h_pole * np.log((cutoff - pole) / (cutoff + pole)) / (2 * pole)


# ---- Photon mode amplitude: the field energy of one photon must be c*k
volume, k_mode = 3.0, 1.7
amplitude = np.sqrt(2 * np.pi * c**2 / (volume * c * k_mode))
position = np.linspace(0, 2 * np.pi / k_mode, 64, endpoint=False)
step = 1e-20


def vector_potential(x, t):
    return 2 * amplitude * np.cos(k_mode * x - c * k_mode * t)


magnetic = vector_potential(position + 1j * step, 0.0).imag / step
electric = -vector_potential(position, 1j * step).imag / step / c
field_energy = volume * np.mean(electric**2 + magnetic**2) / (8 * np.pi)
assert abs(field_energy / (c * k_mode) - 1) < 1e-10

# ---- Two time orders: diagonalize two two-level systems plus one boson mode
gap, mode_energy, coupling, n_boson = 0.5, 1.0, 0.003, 6
flip, upper_level, one = np.array([[0., 1.], [1., 0.]]), np.diag([0., 1.]), np.eye(2)
lower = np.diag(np.sqrt(np.arange(1, n_boson)), 1)
boson_one = np.eye(n_boson)
hamiltonian = (
    gap * np.kron(np.kron(upper_level, one) + np.kron(one, upper_level), boson_one)
    + mode_energy * np.kron(np.eye(4), lower.T @ lower)
    + coupling * np.kron(np.kron(flip, one) + np.kron(one, flip), lower + lower.T))
levels, vectors = np.linalg.eigh(hamiltonian)


def level_of(sign):
    trial = np.zeros(4 * n_boson)
    trial[2 * n_boson], trial[n_boson] = 1.0, sign
    return levels[np.argmax(np.abs(vectors.T @ trial))]


transfer_exact = 0.5 * (level_of(1.0) - level_of(-1.0))
transfer_formula = -2 * coupling**2 * mode_energy / (mode_energy**2 - gap**2)
transfer_static = -2 * coupling**2 / mode_energy
assert abs(transfer_exact / transfer_formula - 1) < 1e-3  # error of order coupling^2

# ---- The operator taken literally, differentiated in r1 and r2
mp.mp.dps = 40
ws = sp.symbols("w", positive=True)
p1, p2 = sp.symbols("x1 y1 z1", real=True), sp.symbols("x2 y2 z2", real=True)
dist = sp.sqrt(sum((u - v)**2 for u, v in zip(p1, p2)))
bracket = (sp.cos(ws * dist) - 1) / (ws**2 * dist)
literal = [[-int(i == j) * sp.cos(ws * dist) / dist + sp.diff(bracket, p1[i], p2[j])
            for j in range(3)] for i in range(3)]
divergence = [sum(sp.diff(literal[i][j], p1[i]) for i in range(3)) for j in range(3)]
literal_fn = sp.lambdify((ws, *p1, *p2), literal, modules="mpmath")
divergence_fn = sp.lambdify((ws, *p1, *p2), divergence, modules="mpmath")

r1 = [mp.mpf(s) for s in ("0.6", "-0.2", "0.9")]
r2 = [mp.mpf(s) for s in ("-0.2", "0.3", "0.1")]
separation = [u - v for u, v in zip(r1, r2)]
r12 = mp.sqrt(sum(s * s for s in separation))
delta = np.array([[mp.mpf(int(i == j)) for j in range(3)] for i in range(3)], dtype=object)
nn = np.array([[u * v / r12**2 for v in separation] for u in separation], dtype=object)


def literal_tensor(w):
    return np.array(literal_fn(mp.mpf(w), *r1, *r2), dtype=object)


def largest(matrix):
    return max(abs(float(v)) for v in np.ravel(matrix))


w_point = 2.0
R = float(r12)
x = w_point * R
across = -(np.cos(x) - np.sin(x) / x + (1 - np.cos(x)) / x**2) / R
along = -2 * (np.sin(x) / x - (1 - np.cos(x)) / x**2) / R
tensor_point = literal_tensor(w_point)
assert largest(tensor_point - (across * (delta - nn) + along * nn)) < 1e-12
assert largest(divergence_fn(mp.mpf(w_point), *r1, *r2)) < 1e-25

# Mode integral by quadrature over angle (mu) and wavenumber. A factor
# exp(-eta k^2) makes it converge; its linear effect in eta is extrapolated away.
k_top = 600.0
k_pt, wk_pt = panel_gauss(k_top, 150)
mu, w_mu = panel_gauss(1.0, 80)
k_all = np.append(k_pt, w_point)
waves = np.cos(np.outer(k_all * R, mu))
mode_values = []
for projector in ((1 + mu**2) / 2, 1 - mu**2):
    angle_mean = waves @ (w_mu * projector)
    by_eta = []
    for eta in (1e-4, 2e-4):
        h = k_all**2 * np.exp(-eta * k_all**2) * angle_mean
        by_eta.append(-2 / np.pi * principal_value(h[:-1], h[-1], k_pt, wk_pt,
                                                   k_top, w_point))
    mode_values.append(2 * by_eta[0] - by_eta[1])
mode_tensor = mode_values[0] * (delta - nn) + mode_values[1] * nn
assert largest(tensor_point - mode_tensor) < 5e-6  # remainder of order eta^2

# Limit of small w and the first correction, in 40-digit arithmetic
w_small = mp.mpf("1e-6")
breit_tensor = -(delta + nn) / (2 * r12)
remainder = literal_tensor(w_small) - breit_tensor
assert largest(remainder) < 1e-10
assert largest(remainder / w_small**2 - r12 * (3 * delta - nn) / 8) < 1e-9

# ---- Exact Dirac orbitals, point nucleus, chi = spin-up spinor:
# 1s    = (f chi, i g sigma.n chi)/sqrt(4 pi)
# 2p1/2 = (f sigma.n chi, i g chi)/sqrt(4 pi)
Z = 50
gamma = np.sqrt(1 - (Z / c)**2)
e_s = c**2 * (gamma - 1)
e_p = c**2 * (np.sqrt((1 + gamma) / 2) - 1)
decay_p = Z / np.sqrt(2 * (1 + gamma))
b0 = -c * (1 + gamma) / Z
a1 = -(e_p + c * decay_p * b0) / (gamma * e_p / decay_p + Z)
b1 = -e_p * a1 / (c * decay_p)
R_MAX = 30.0 / Z
r_grid, wr_grid = squared_gauss(R_MAX, 300)


def shape_s(r):
    f = r**(gamma - 1) * np.exp(-Z * r)
    return f, f * Z / (c * (1 + gamma))


def shape_p(r):
    base = r**(gamma - 1) * np.exp(-decay_p * r)
    return base * (1 + a1 * r), base * (b0 + b1 * r)


def norm_of(shape):
    f, g = shape(r_grid)
    return np.sqrt(np.sum(wr_grid * r_grid**2 * (f**2 + g**2)))


# The 2p function decays more slowly, so its norm gets a longer grid
norm_s = norm_of(shape_s)
r_long, wr_long = squared_gauss(80.0 / Z, 60)
f_long, g_long = shape_p(r_long)
norm_p = np.sqrt(np.sum(wr_long * r_long**2 * (f_long**2 + g_long**2)))


def orbitals(r):
    fs, gs = shape_s(r)
    fp, gp = shape_p(r)
    return fs / norm_s, gs / norm_s, fp / norm_p, gp / norm_p


def current(r):
    """Transition current: i [a sigma + b (3 n n.sigma - sigma)]/(4 pi)."""
    fs, gs, fp, gp = orbitals(r)
    return -fp * gs / 3 - fs * gp, 2 * fp * gs / 3


def density(r):
    fs, gs, fp, gp = orbitals(r)
    return fs * fp + gs * gp


r_test = np.linspace(0.1, 6.0, 25) / Z
fs, gs, fp, gp = orbitals(r_test)
dfs, dgs, dfp, dgp = [v.imag / step for v in orbitals(r_test + 1j * step)]
pot = -Z / r_test
for left, right in (
        (c * (dgs + 2 * gs / r_test), (e_s - pot) * fs),
        (-c * dfs, (e_s - pot + 2 * c**2) * gs),
        (c * dgp, (e_p - pot) * fp),
        (-c * (dfp + 2 * fp / r_test), (e_p - pot + 2 * c**2) * gp)):
    assert np.max(np.abs(left - right)) < 1e-9 * np.max(np.abs(left))

w_true = (e_p - e_s) / c
a_r, b_r = current(r_test)
da, db = [v.imag / step for v in current(r_test + 1j * step)]
div_current = da + 2 * db + 6 * b_r / r_test
continuity = -w_true * density(r_test)
assert np.max(np.abs(div_current - continuity)) < 1e-8 * np.max(np.abs(continuity))

# ---- Exchange integral K in position space, by multipoles of the two terms
r_out, w_out = squared_gauss(R_MAX, 20)
frac, w_frac = squared_gauss(1.0, 8)
r_in = r_out[:, None] * frac
r_big = r_out[:, None] + 0 * r_in


def double_integral(u, kernel):
    inner = (r_in**2 * u(r_in) * kernel) @ w_frac * r_out
    return 2 * np.sum(w_out * r_out**2 * u(r_out) * inner)


def multipole(l, w):
    """Multipole l of cos(w r12)/r12, divided by 2l+1."""
    if w == 0:
        return r_in**l / r_big**(l + 1) / (2 * l + 1)
    return -w * spherical_jn(l, w * r_in) * spherical_yn(l, w * r_big)


def exchange_position(w):
    first = -(double_integral(lambda r: current(r)[0], multipole(0, w))
              + 2 * double_integral(lambda r: current(r)[1], multipole(2, w)))
    if w == 0:
        kernel = -(r_in**3 / (5 * r_big**2) - r_in) / 6
    else:
        kernel = (multipole(1, w) - multipole(1, 0)) / w**2
    second = double_integral(lambda r: -w_true * density(r), kernel) / 3
    return first, second


# ---- The same K in momentum space, from the transverse current alone
K_MAX = 60.0 * Z
k, wk = squared_gauss(K_MAX, 20)
a_grid, b_grid = current(r_grid)


def transverse_current(kk):
    arg = np.outer(kk, r_grid)
    radial = spherical_jn(0, arg) * a_grid + spherical_jn(2, arg) * b_grid
    return radial @ (wr_grid * r_grid**2)


t_k = transverse_current(k)


def exchange_momentum(w):
    if w == 0:
        return -4 / (3 * np.pi) * np.sum(wk * t_k**2)
    t_pole = transverse_current(np.array([w]))[0]
    return -4 / (3 * np.pi) * principal_value(k**2 * t_k**2, w**2 * t_pole**2,
                                              k, wk, K_MAX, w)


breit_parts = exchange_position(0)
full_parts = exchange_position(w_true)
K_breit, K_full = sum(breit_parts), sum(full_parts)
K_breit_k, K_full_k = exchange_momentum(0), exchange_momentum(w_true)
assert abs(K_breit / K_breit_k - 1) < 1e-6
assert abs(K_full / K_full_k - 1) < 1e-6
shifts = {}
for part in (1.0, 0.5, 0.25):
    shifts[part] = -(sum(exchange_position(part * w_true)) - K_breit)
    shift_k = -(exchange_momentum(part * w_true) - K_breit_k)
    assert abs(shifts[part] / shift_k - 1) < 1e-4

# Leading w^2 term from momentum space against a small-w position-space result
t_zero = transverse_current(np.array([0.0]))[0]
quadratic = 4 / (3 * np.pi) * w_true**2 * (
    np.sum(wk * (t_k**2 - t_zero**2) / k**2) - t_zero**2 / K_MAX)
small_part = 0.05
small_shift = -(sum(exchange_position(small_part * w_true)) - K_breit)
assert abs(small_shift / small_part**2 / quadratic - 1) < 5e-3

# ---- Numbers for the text
print("TWO TIME ORDERS, two-level systems and one mode (model energy unit)")
print(f"level gap {gap}, mode energy {mode_energy}, coupling {coupling}")
print(f"transfer element, diagonalization: {transfer_exact:.6e}")
print(f"transfer element, formula:         {transfer_formula:.6e}")
print(f"transfer element, gap neglected:   {transfer_static:.6e}")
print("KERNEL AT ONE POINT (atomic units)")
print(f"w = {w_point} 1/bohr, r = {R:.6f} bohr, w r = {x:.6f}")
print(f"across r: closed form {across:.6f}, mode integral {mode_values[0]:.6f}")
print(f"along r:  closed form {along:.6f}, mode integral {mode_values[1]:.6f}")
print(f"Breit values: across {-0.5 / R:.6f}, along {-1 / R:.6f}")
print("HELIUMLIKE TIN, 1s 2p1/2, J = 1, unscreened Dirac orbitals")
print(f"Z = {Z}, c = {c:.6f} a.u., gamma = {gamma:.6f}")
print(f"1s energy without rest energy:    {e_s:.4f} hartree")
print(f"2p1/2 energy without rest energy: {e_p:.4f} hartree")
print(f"energy transfer: {e_p - e_s:.4f} hartree")
print(f"w = {w_true:.6f} 1/bohr, w/Z = {w_true / Z:.6f} (w times the length 1/Z)")
print("Exchange contribution -K to the energy (hartree)")
print(f"Breit kernel: alpha1.alpha2 term {-breit_parts[0]:.7f}")
print(f"Breit kernel: gradient term      {-breit_parts[1]:.7f}")
print(f"Breit kernel: sum                {-K_breit:.7f}")
print(f"Breit kernel: momentum space     {-K_breit_k:.7f}")
print(f"full kernel:  alpha1.alpha2 term {-full_parts[0]:.7f}")
print(f"full kernel:  gradient term      {-full_parts[1]:.7f}")
print(f"full kernel:  sum                {-K_full:.7f}")
print(f"full kernel:  momentum space     {-K_full_k:.7f}")
print(f"Breit sum in eV: {-K_breit * EV:.5f} eV")
print(f"full sum in eV:  {-K_full * EV:.5f} eV")
print("Frequency shift, full minus Breit")
print(f"at w:   {shifts[1.0]:.4e} hartree = {shifts[1.0] * EV:.5f} eV")
print(f"relative to the Breit value: {100 * shifts[1.0] / (-K_breit):.3f} percent")
print(f"at w/2: {shifts[0.5]:.4e} hartree")
print(f"at w/4: {shifts[0.25]:.4e} hartree")
print(f"ratio of shifts, w to w/2:   {shifts[1.0] / shifts[0.5]:.4f}")
print(f"ratio of shifts, w/2 to w/4: {shifts[0.5] / shifts[0.25]:.4f}")
print(f"quadratic estimate at w: {quadratic:.4e} hartree")
print("no test failed")
```

It prints:

```
TWO TIME ORDERS, two-level systems and one mode (model energy unit)
level gap 0.5, mode energy 1.0, coupling 0.003
transfer element, diagonalization: -2.399923e-05
transfer element, formula:         -2.400000e-05
transfer element, gap neglected:   -1.800000e-05
KERNEL AT ONE POINT (atomic units)
w = 2.0 1/bohr, r = 1.236932 bohr, w r = 2.473863
across r: closed form 0.601346, mode integral 0.601346
along r:  closed form 0.066949, mode integral 0.066949
Breit values: across -0.404226, along -0.808452
HELIUMLIKE TIN, 1s 2p1/2, J = 1, unscreened Dirac orbitals
Z = 50, c = 137.035999 a.u., gamma = 0.931059
1s energy without rest energy:    -1294.6261 hartree
2p1/2 energy without rest energy: -326.4948 hartree
energy transfer: 968.1313 hartree
w = 7.064796 1/bohr, w/Z = 0.141296 (w times the length 1/Z)
Exchange contribution -K to the energy (hartree)
Breit kernel: alpha1.alpha2 term 0.1424862
Breit kernel: gradient term      -0.0213131
Breit kernel: sum                0.1211731
Breit kernel: momentum space     0.1211731
full kernel:  alpha1.alpha2 term 0.1403295
full kernel:  gradient term      -0.0194387
full kernel:  sum                0.1208909
full kernel:  momentum space     0.1208909
Breit sum in eV: 3.29729 eV
full sum in eV:  3.28961 eV
Frequency shift, full minus Breit
at w:   -2.8223e-04 hartree = -0.00768 eV
relative to the Breit value: -0.233 percent
at w/2: -5.6250e-05 hartree
at w/4: -1.3151e-05 hartree
ratio of shifts, w to w/2:   5.0174
ratio of shifts, w/2 to w/4: 4.2771
quadratic estimate at w: -2.0554e-04 hartree
no test failed
```
